# Kinetic correlation energy of the uniform electron gas from coordinate scaling: test program

```python
"""
Result under test: for the uniform electron gas, per electron,
    t_c = -d(r_s * eps_c)/d r_s,   and t_c >= 0.
r_s   : radius of the sphere holding one electron (bohr)
eps_c : correlation energy per electron (hartree)
t_c   : interacting minus noninteracting kinetic energy per electron
The identity is tested on two-electron uniform gases by diagonalization.
It is then evaluated with the unpolarized PW92 correlation energy.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---- Two electrons in a periodic cube, at fixed total momentum ----


def build_gas(triplet):
    """Kinetic diagonal in (2 pi/L)^2 and Coulomb matrix in 1/(pi L)."""
    total = (1, 0, 0) if triplet else (0, 0, 0)
    first, second = [], []
    for p in itertools.product(range(-4, 5), repeat=3):
        q = tuple(total[i] - p[i] for i in range(3))
        if sum(a * a for a in p) + sum(a * a for a in q) > 24:
            continue
        if triplet and p <= q:
            continue  # one antisymmetric state per unordered pair
        first.append(p)
        second.append(q)
    first, second = np.array(first), np.array(second)
    kinetic = 0.5 * ((first**2).sum(1) + (second**2).sum(1))

    def coulomb(a, b):
        d2 = ((a[:, None, :] - b[None, :, :])**2).sum(2).astype(float)
        # the zero-momentum term is cancelled by the background
        return np.where(d2 > 0, 1.0 / np.maximum(d2, 1.0), 0.0)

    interaction = coulomb(first, first)
    if triplet:
        interaction = interaction - coulomb(first, second)
    return kinetic, interaction


def gas_correlation(gas, rs):
    """eps_c and t_c per electron, both from their definitions."""
    kinetic, interaction = gas
    length = (2 * 4 * np.pi / 3)**(1 / 3) * rs
    t_diag = (2 * np.pi / length)**2 * kinetic
    h = np.diag(t_diag) + interaction / (np.pi * length)
    energies, states = np.linalg.eigh(h)
    ref = np.argmin(kinetic)  # noninteracting ground determinant
    e_corr = energies[0] - h[ref, ref]
    t_corr = np.sum(t_diag * states[:, 0]**2) - t_diag[ref]
    return e_corr / 2, t_corr / 2


print("Two-electron uniform gases (energies in hartree per electron)")
for name, triplet in (("singlet", False), ("triplet", True)):
    gas = build_gas(triplet)
    print(f"{name}: number of basis states = {len(gas[0])}")
    for rs in (2.0, 10.0):
        e_c, t_c = gas_correlation(gas, rs)
        step = 1e-3 * rs
        upper = (rs + step) * gas_correlation(gas, rs + step)[0]
        lower = (rs - step) * gas_correlation(gas, rs - step)[0]
        from_slope = -(upper - lower) / (2 * step)
        # central differences carry a relative error of order 1e-6
        assert abs(from_slope - t_c) < 1e-5 * abs(t_c)
        assert t_c > 0
        if rs == 10.0:  # the slope term must matter in this test
            assert abs(t_c + e_c) > 0.01 * abs(e_c)
        print(f"  rs={rs:4.1f} bohr: eps_c={e_c:.8f}, "
              f"t_c from <T>={t_c:.8f}, from slope={from_slope:.8f}")

# ---- PW92, unpolarized gas ----
A, ALPHA = 0.031091, 0.21370
B1, B2, B3, B4 = 7.5957, 3.5876, 1.6382, 0.49294


def q_function(rs):
    x = np.sqrt(rs)
    return 2 * A * (B1 * x + B2 * rs + B3 * rs * x + B4 * rs**2)


def q_slope(rs):
    x = np.sqrt(rs)
    return 2 * A * (B1 / (2 * x) + B2 + 1.5 * B3 * x + 2 * B4 * rs)


def pw92_energy(rs):
    return -2 * A * (1 + ALPHA * rs) * np.log1p(1 / q_function(rs))


def pw92_kinetic(rs):
    q = q_function(rs)
    gain = 2 * A * (1 + 2 * ALPHA * rs) * np.log1p(1 / q)
    loss = 2 * A * rs * (1 + ALPHA * rs) * q_slope(rs) / (q * (q + 1))
    return gain - loss


radii = np.array([1.0, 2.0, 5.0, 10.0])
eps = pw92_energy(radii)
tc = pw92_kinetic(radii)

# Derivative straight from r_s * eps_c by a complex step
tiny = 1e-20
shifted = radii + 1j * tiny
q_shifted = q_function(shifted)
product = (-2 * A * shifted * (1 + ALPHA * shifted)
           * np.log(1 + 1 / q_shifted))
tc_complex = -product.imag / tiny
assert np.max(np.abs(tc_complex - tc)) < 1e-12

# Independent implementation: energy and potential from libxc
density = 3 / (4 * np.pi * radii**3)
result = libxc.eval_xc(",LDA_C_PW", density, spin=0, deriv=1)
eps_lib = np.ravel(result[0])
pot_lib = np.ravel(result[1][0])
tc_lib = 3 * pot_lib - 4 * eps_lib
# parameters are published to about five digits
assert np.max(np.abs(eps_lib - eps)) < 1e-6
assert np.max(np.abs(tc_lib - tc)) < 5e-6

print("PW92 parameters: A, alpha (1/bohr) =", A, ALPHA)
print("  beta1..beta4 (powers -1/2,-1,-3/2,-2 of bohr) =", B1, B2, B3, B4)
print("PW92 intermediates: rs (bohr), Q, dQ/drs (1/bohr), ln(1+1/Q)")
for rs in radii:
    q = q_function(rs)
    print(f"  {rs:4.1f}  {q:.6f}  {q_slope(rs):.6f}  {np.log1p(1/q):.6f}")
print("PW92: rs (bohr), eps_c (hartree), deps_c/drs (hartree/bohr),")
print("  t_c (hartree), eps_c - t_c (hartree)")
slopes = -(tc_complex + eps) / radii
for rs, e, s, t in zip(radii, eps, slopes, tc):
    print(f"  {rs:4.1f}  {e:.6f}  {s:.6f}  {t:.6f}  {e-t:.6f}")
print("Comparison: rs (bohr), t_c (eV), t_c/|eps_c|, t_s (hartree), t_c/t_s")
ts = 0.3 * (9 * np.pi / 4)**(2 / 3) / radii**2
for rs, e, t, free in zip(radii, eps, tc, ts):
    print(f"  {rs:4.1f}  {t*HARTREE_EV:.4f}  {t/abs(e):.4f}  "
          f"{free:.6f}  {t/free:.4f}")
print(f"largest t_c difference from libxc = "
      f"{np.max(np.abs(tc_lib-tc)):.1e} hartree")

# ---- Positivity of the PW92 t_c at every density ----
x, a, b1, b2, b3, b4 = sp.symbols("x a b1 b2 b3 b4", positive=True)
top = x + a * x**3
bottom = b1 + b2 * x + b3 * x**2 + b4 * x**3
numerator = sp.expand(sp.diff(top, x) * bottom - top * sp.diff(bottom, x))
derived = (b1 + (3 * a * b1 - b3) * x**2
           + 2 * (a * b2 - b4) * x**3 + a * b3 * x**4)
assert sp.expand(numerator - derived) == 0
values = {a: ALPHA, b1: B1, b2: B2, b3: B3, b4: B4}
coefficients = [float(numerator.coeff(x, k).subs(values)) for k in range(5)]
assert abs(coefficients[1]) < 1e-12
assert all(coefficients[k] > 0 for k in (0, 2, 3, 4))
print("positivity polynomial, coefficients of x^0, x^2, x^3, x^4 "
      "(x = sqrt(rs/bohr)):")
print("  " + "  ".join(f"{coefficients[k]:.5f}" for k in (0, 2, 3, 4)))

grid = np.logspace(-6, 6, 4001)
grid_tc = pw92_kinetic(grid)
assert np.all(grid_tc > 0)
assert np.all(grid_tc < -pw92_energy(grid))
print(f"scan rs = {grid[0]:.0e} to {grid[-1]:.0e} bohr: "
      f"smallest t_c = {grid_tc.min():.3e} hartree")

# ---- Limits of the fit ----
small, large = 1e-8, 1e10
constant = -2 * A * np.log(2 * A * B1) - A
high_density = -A * np.log(small) + constant
assert abs(pw92_kinetic(small) - high_density) < 1e-6
low_coefficient = ALPHA * B3 / (2 * B4**2)
scaled_tail = pw92_kinetic(large) * large**1.5
# the next term is smaller by a factor of order rs**(-1/2)
assert abs(scaled_tail / low_coefficient - 1) < 1e-3
print(f"high density: t_c -> -A ln(rs/bohr) + {constant:.6f} hartree")
print(f"low density: t_c*rs^(3/2) -> {low_coefficient:.5f} "
      "hartree bohr^(3/2)")

print("verified")
```

Printed output:

```
Two-electron uniform gases (energies in hartree per electron)
singlet: number of basis states = 179
  rs= 2.0 bohr: eps_c=-0.00884001, t_c from <T>=0.00735070, from slope=0.00735070
  rs=10.0 bohr: eps_c=-0.00540021, t_c from <T>=0.00291524, from slope=0.00291524
triplet: number of basis states = 87
  rs= 2.0 bohr: eps_c=-0.00182746, t_c from <T>=0.00172389, from slope=0.00172389
  rs=10.0 bohr: eps_c=-0.00150138, t_c from <T>=0.00117964, from slope=0.00117964
PW92 parameters: A, alpha (1/bohr) = 0.031091 0.2137
  beta1..beta4 (powers -1/2,-1,-3/2,-2 of bohr) = 7.5957 3.5876 1.6382 0.49294
PW92 intermediates: rs (bohr), Q, dQ/drs (1/bohr), ln(1+1/Q)
   1.0  0.827919  0.673346  0.792018
   2.0  1.524854  0.728773  0.504285
   5.0  4.076754  0.976888  0.219371
  10.0  10.010938  1.393999  0.095211
PW92: rs (bohr), eps_c (hartree), deps_c/drs (hartree/bohr),
  t_c (hartree), eps_c - t_c (hartree)
   1.0  -0.059774  0.023055  0.036719  -0.096493
   2.0  -0.044760  0.010100  0.024560  -0.069319
   5.0  -0.028216  0.003156  0.012436  -0.040653
  10.0  -0.018572  0.001202  0.006556  -0.025128
Comparison: rs (bohr), t_c (eV), t_c/|eps_c|, t_s (hartree), t_c/t_s
   1.0  0.9992  0.6143  1.104951  0.0332
   2.0  0.6683  0.5487  0.276238  0.0889
   5.0  0.3384  0.4407  0.044198  0.2814
  10.0  0.1784  0.3530  0.011050  0.5933
largest t_c difference from libxc = 3.5e-17 hartree
positivity polynomial, coefficients of x^0, x^2, x^3, x^4 (x = sqrt(rs/bohr)):
  7.59570  3.23140  0.54746  0.35008
scan rs = 1e-06 to 1e+06 bohr: smallest t_c = 7.167e-10 hartree
high density: t_c -> -A ln(rs/bohr) + 0.015552 hartree
low density: t_c*rs^(3/2) -> 0.72037 hartree bohr^(3/2)
verified
```
